# Alloy-limited electron mobility of bulk In0.53Ga0.47As: test program

```python
"""Alloy-limited electron mobility of bulk In0.53Ga0.47As.

Result under test (atomic units), nondegenerate electrons, parabolic band:
    mu = 2 sqrt(2 pi) / (3 x (1-x) U^2 Omega m^(5/2) sqrt(kT))
x: Ga fraction, U: potential difference of the two cation cells,
Omega: primitive-cell volume, m: effective mass ratio, kT: thermal energy.
The potential step U is taken to fill one primitive cell.
Other material parameters are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy import fft
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
TIME_S = const.physical_constants["atomic unit of time"][0]
SPEED_CM = 100 * const.physical_constants["atomic unit of velocity"][0]
BOHR_A = BOHR_M * 1e10
MOBILITY_CM2 = 1e4 * const.e * TIME_S / const.m_e
K_HARTREE = const.k / const.e / HARTREE_EV

x = 0.47
mass = 0.041
step_ev = 0.6
lattice_a = 5.87
temperature = 300.0
gap_ev = 0.74
phonon_ev = 0.033
eps_static, eps_high = 13.9, 11.6
density_low, density_high = 1e16, 1e17       # cm^-3

step = step_ev / HARTREE_EV
lattice = lattice_a / BOHR_A
kT = K_HARTREE * temperature
primitive = lattice / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
cell = abs(np.linalg.det(primitive))
assert abs(cell / (lattice**3 / 4) - 1) < 1e-12


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def dos(energy, alpha=0.0):
    """States per spin, energy and volume; k^2/(2m) = E(1 + alpha E)."""
    gamma = energy * (1 + alpha * energy)
    slope = 1 + 2 * alpha * energy
    return (2 * mass)**1.5 * np.sqrt(gamma) * slope / (4 * np.pi**2)


def alloy_rate(energy, alpha=0.0):
    return 2 * np.pi * x * (1 - x) * step**2 * cell * dos(energy, alpha)


def energy_grid(thermal, points=1500):
    """Midpoint rule in the square root of the energy."""
    ds = 6 * np.sqrt(thermal) / points
    s = (np.arange(points) + 0.5) * ds
    return s**2, 2 * s * ds


def occupation(energy, thermal, eta):
    return 1 / (1 + np.exp(energy / thermal - eta))


def carrier_density(thermal, eta):
    energy, weight = energy_grid(thermal)
    return 2 * np.sum(weight * dos(energy) * occupation(energy, thermal, eta))


def mobility(rate, thermal, eta=-25.0, alpha=0.0):
    """Boltzmann conductivity divided by carrier density, in cm2/Vs."""
    energy, weight = energy_grid(thermal)
    gamma = energy * (1 + alpha * energy)
    speed2 = 2 * gamma / mass / (1 + 2 * alpha * energy)**2
    f = occupation(energy, thermal, eta)
    states = weight * dos(energy, alpha)
    flow = np.sum(states * speed2 / rate(energy) * f * (1 - f)) / (3 * thermal)
    return MOBILITY_CM2 * flow / np.sum(states * f)


def mobility_closed_si(kelvin):
    """The closed result evaluated wholly in SI units, then in cm2/Vs."""
    volume = (lattice_a * 1e-10)**3 / 4
    disorder = x * (1 - x) * (step_ev * const.e)**2 * volume
    band = (mass * const.m_e)**2.5 * np.sqrt(const.k * kelvin)
    top = 2 * np.sqrt(2 * np.pi) * const.e * const.hbar**4
    return 1e4 * top / (3 * disorder * band)


# Disorder average: every occupation of a 2 x 2 x 3 fcc crystal.
shape = (2, 2, 3)
sites = np.array(list(itertools.product(*[range(n) for n in shape])))
configs = np.array(list(itertools.product([0, 1], repeat=len(sites))))
ga_count = configs.sum(axis=1)
probability = x**ga_count * (1 - x)**(len(sites) - ga_count)
for wave in sites[1:]:
    phase = np.exp(2j * np.pi * (sites / np.array(shape)) @ wave)
    power = probability @ np.abs(step * configs @ phase)**2
    assert abs(power / (len(sites) * x * (1 - x) * step**2) - 1) < 1e-10

# Density of states: count plane waves of a periodic box in an energy shell.
box = 40000.0
n = np.arange(-62, 63)
n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
plane_energy = (2 * np.pi / box)**2 * n2 / (2 * mass)
counted = np.count_nonzero(np.abs(plane_energy - kT) < 0.1 * kT)
count_ratio = counted / (dos(kT) * 0.2 * kT * box**3)
assert abs(count_ratio - 1) < 0.02           # discrete shell surface

# Golden rule and isotropy: exact wave motion in a binary cubic lattice.
# Hopping energy, site spacing and hbar are one in this separate model.
size, model_step, dt, runs = 24, 0.5, 0.1, 24
q = 2 * np.pi * np.arange(size) / size
qx, qy, qz = np.meshgrid(q, q, q, indexing="ij")
band = -2 * (np.cos(qx) + np.cos(qy) + np.cos(qz))
velocity = 2 * np.array([np.sin(qx), np.sin(qy), np.sin(qz)])
speed2_lattice = np.sum(velocity**2, axis=0)
starts = np.argwhere((np.abs(band) < 0.5) & (speed2_lattice > 4))
fine = -2 * np.cos(2 * np.pi * (np.arange(100) + 0.5) / 100)
fine_band = fine[:, None, None] + fine[None, :, None] + fine[None, None, :]
site_dos = np.mean(np.abs(fine_band) < 0.5)  # window width is one
golden = 2 * np.pi * x * (1 - x) * model_step**2 * site_dos
rng = np.random.default_rng(7)
half_kinetic = np.exp(-0.5j * dt * band)
survival, forward = np.zeros(2), np.zeros(2)
for _ in range(runs):
    start = tuple(starts[rng.integers(len(starts))])
    v0 = velocity[(slice(None),) + start]
    projection = np.tensordot(v0, velocity, axes=1) / (v0 @ v0)
    potential = model_step * ((rng.random(band.shape) < x) - x)
    kick = np.exp(-1j * dt * potential)
    psi = np.zeros(band.shape, complex)
    psi[start] = 1
    for tick in range(1, 91):
        psi = half_kinetic * fft.fftn(kick * fft.ifftn(half_kinetic * psi))
        if tick in (30, 90):
            slot = 0 if tick == 30 else 1
            survival[slot] += abs(psi[start])**2 / runs
            forward[slot] += np.sum(np.abs(psi)**2 * projection) / runs
elapsed = 60 * dt
decay_state = np.log(survival[0] / survival[1]) / elapsed
decay_velocity = np.log(forward[0] / forward[1]) / elapsed
# Finite disorder strength, box and sample number allow a few percent.
assert abs(decay_state / golden - 1) < 0.08
assert abs(decay_velocity / golden - 1) < 0.08

# Thermal average against the closed result, at two temperatures.
mu_alloy = mobility(alloy_rate, kT)
mu_closed = mobility_closed_si(temperature)
mu_cold = mobility(alloy_rate, K_HARTREE * 77)
assert abs(mu_alloy / mu_closed - 1) < 1e-4
assert abs(mu_cold / mobility_closed_si(77) - 1) < 1e-4
assert abs(mu_alloy / 1.6e5 - 1) < 0.05
tau_thermal = 1 / alloy_rate(kT)
tau_mean = mu_alloy / MOBILITY_CM2 * mass

# Same step spread over a sphere reaching the nearest neighbours.
neighbour = np.linalg.norm(lattice * np.array([0.25, 0.25, 0.25]))
sphere_factor = (4 * np.pi * neighbour**3 / 3 / cell)**2
assert abs(sphere_factor / (3 * np.pi**2 / 16) - 1) < 1e-12

# Nonparabolic band; the s fraction reduces purely s-type disorder.
alpha_ev = (1 - mass)**2 / gap_ev
alpha = alpha_ev * HARTREE_EV


def s_only_rate(energy):
    s_part = (1 + alpha * energy) / (1 + 2 * alpha * energy)
    return s_part**2 * alloy_rate(energy, alpha)


mu_bent = mobility(lambda e: alloy_rate(e, alpha), kT, alpha=alpha)
mu_bent_s = mobility(s_only_rate, kT, alpha=alpha)

# Fermi statistics at the higher carrier density.
to_bohr = (BOHR_M * 100)**3
target = density_high * to_bohr
eta = brentq(lambda y: carrier_density(kT, y) - target, -15, 10)
mu_fermi = mobility(alloy_rate, kT, eta=eta)
band_density = 2 * (mass * kT / (2 * np.pi))**1.5
fermi_closed = band_density * np.log1p(np.exp(eta)) / target
assert abs(mu_fermi / mu_alloy / fermi_closed - 1) < 1e-4

# Zero-energy scattering by one repulsive spherical cell, beyond Born.
radius = (3 * cell / (4 * np.pi))**(1 / 3)
strength = np.sqrt(2 * mass * step) * radius
exact_length = radius * (1 - np.tanh(strength) / strength)
born_length = mass * step * cell / (2 * np.pi)
born_ratio = (exact_length / born_length)**2

# Other scattering: momentum-relaxation rates by angular quadrature.
nodes, node_weights = np.polynomial.legendre.leggauss(300)
phonon = phonon_ev / HARTREE_EV
phonon_number = 1 / np.expm1(phonon / kT)


def phonon_rate(energy):
    k = np.sqrt(2 * mass * energy)[:, None]
    total = np.zeros(len(energy))
    for change, number in ((phonon, phonon_number),
                           (-phonon, phonon_number + 1)):
        final = np.sqrt(2 * mass * np.maximum(energy + change, 0))[:, None]
        transfer2 = k**2 + final**2 - 2 * k * final * nodes
        angular = ((1 - final / k * nodes) / transfer2) @ node_weights
        total += number * final[:, 0] * angular
    return phonon * (1 / eps_high - 1 / eps_static) * mass * total


def impurity_rate(energy):
    ions = density_low * to_bohr
    screen2 = 4 * np.pi * ions / (eps_static * kT)
    transfer2 = 4 * mass * energy[:, None] * (1 - nodes)
    matrix2 = (4 * np.pi / (eps_static * (transfer2 + screen2)))**2
    angular = 0.5 * (matrix2 * (1 - nodes)) @ node_weights
    return 2 * np.pi * ions * dos(energy) * angular


mu_phonon = mobility(phonon_rate, kT)
mu_impurity = mobility(impurity_rate, kT)
mu_without = mobility(lambda e: phonon_rate(e) + impurity_rate(e), kT)
mu_total = mobility(
    lambda e: phonon_rate(e) + impurity_rate(e) + alloy_rate(e), kT)
assert 0 < mu_total < mu_without < min(mu_phonon, mu_impurity)
thermal_speed = np.sqrt(3 * kT / mass) * SPEED_CM
heating_field = thermal_speed / mu_total / 1000

show("Ga fraction x", x)
show("effective mass ratio", mass)
show("alloy potential U", step_ev, "eV")
show("lattice constant (rough)", lattice_a, "angstrom")
show("temperature", temperature, "K")
show("thermal energy kT", kT * HARTREE_EV, "eV")
show("disorder factor x(1-x)", x * (1 - x))
show("primitive-cell volume", cell * BOHR_A**3, "angstrom^3")
show("density of states per spin at kT",
     dos(kT) / HARTREE_EV / BOHR_A**3, "1/(eV angstrom^3)")
show("scattering time at E = kT", tau_thermal * TIME_S * 1e12, "ps")
show("ratio mean time / time at kT", tau_mean / tau_thermal)
show("mean scattering time", tau_mean * TIME_S * 1e12, "ps")
show("alloy mobility, numerical integral", mu_alloy, "cm2/Vs")
show("alloy mobility, closed formula", mu_closed, "cm2/Vs")
show("alloy mobility at 77 K", mu_cold, "cm2/Vs")
show("sphere convention: rate factor", sphere_factor)
show("sphere convention: mobility", mu_alloy / sphere_factor, "cm2/Vs")
show("box count / density-of-states formula", count_ratio, digits=5)
show("lattice test: golden-rule rate", golden, "hopping/hbar")
show("lattice test: state decay rate", decay_state, "hopping/hbar")
show("lattice test: velocity decay rate", decay_velocity, "hopping/hbar")
show("band gap (rough)", gap_ev, "eV")
show("nonparabolicity", alpha_ev, "1/eV")
show("nonparabolic alloy mobility, full overlap", mu_bent, "cm2/Vs")
show("nonparabolic alloy mobility, s disorder only", mu_bent_s, "cm2/Vs")
show("higher carrier density", density_high, "cm^-3")
show("Fermi level above band edge / kT", eta)
show("alloy mobility at higher density", mu_fermi, "cm2/Vs")
show("one-cell cross-section, exact / Born", born_ratio)
show("kT times scattering time / hbar", kT * tau_thermal)
show("polar phonon energy (rough)", phonon_ev, "eV")
show("static dielectric constant (rough)", eps_static)
show("high-frequency dielectric constant (rough)", eps_high)
show("polar-phonon mobility estimate", mu_phonon, "cm2/Vs", 3)
show("carrier and ion density", density_low, "cm^-3")
show("ionized-impurity mobility estimate", mu_impurity, "cm2/Vs", 3)
show("total mobility without alloy term", mu_without, "cm2/Vs", 3)
show("total mobility with alloy term", mu_total, "cm2/Vs", 3)
show("loss due to alloy term", 100 * (1 - mu_total / mu_without), "%", 3)
show("thermal speed", thermal_speed, "cm/s", 3)
show("field where drift would reach thermal speed",
     heating_field, "kV/cm", 3)
print("finished without a failed check")
```

It prints:

```
Ga fraction x: 0.47
effective mass ratio: 0.041
alloy potential U: 0.6 eV
lattice constant (rough): 5.87 angstrom
temperature: 300 K
thermal energy kT: 0.02585 eV
disorder factor x(1-x): 0.2491
primitive-cell volume: 50.57 angstrom^3
density of states per spin at kT: 4.547e-06 1/(eV angstrom^3)
scattering time at E = kT: 5.081 ps
ratio mean time / time at kT: 0.7523
mean scattering time: 3.822 ps
alloy mobility, numerical integral: 1.64e+05 cm2/Vs
alloy mobility, closed formula: 1.64e+05 cm2/Vs
alloy mobility at 77 K: 3.237e+05 cm2/Vs
sphere convention: rate factor: 1.851
sphere convention: mobility: 8.861e+04 cm2/Vs
box count / density-of-states formula: 0.99843
lattice test: golden-rule rate: 0.05579 hopping/hbar
lattice test: state decay rate: 0.05561 hopping/hbar
lattice test: velocity decay rate: 0.05507 hopping/hbar
band gap (rough): 0.74 eV
nonparabolicity: 1.243 1/eV
nonparabolic alloy mobility, full overlap: 1.233e+05 cm2/Vs
nonparabolic alloy mobility, s disorder only: 1.373e+05 cm2/Vs
higher carrier density: 1e+17 cm^-3
Fermi level above band edge / kT: -0.5654
alloy mobility at higher density: 1.537e+05 cm2/Vs
one-cell cross-section, exact / Born: 0.9734
kT times scattering time / hbar: 199.6
polar phonon energy (rough): 0.033 eV
static dielectric constant (rough): 13.9
high-frequency dielectric constant (rough): 11.6
polar-phonon mobility estimate: 2.52e+04 cm2/Vs
carrier and ion density: 1e+16 cm^-3
ionized-impurity mobility estimate: 2.91e+05 cm2/Vs
total mobility without alloy term: 1.67e+04 cm2/Vs
total mobility with alloy term: 1.49e+04 cm2/Vs
loss due to alloy term: 10.9 %
thermal speed: 5.77e+07 cm/s
field where drift would reach thermal speed: 3.87 kV/cm
finished without a failed check
```
